**Local Kirchhoff law for nonuniform temperature**

For a reciprocal body, the power emitted into direction **u** and polarisation **e** is the sum of σ(**r**) B₁(ω,T(**r**)) over its volume. Here σ is the absorption cross-section density under the incoming wave **e**\* exp(−ik**u**·**r**), and B₁ is the Planck radiance of one polarisation. The program asserts that radiation computed from internal thermal sources agrees with this absorption formula, both for an irregular anisotropic body of 22 cubes and for layered stacks. It also asserts the Planck normalisation, a static-polarisability check of the dipole noise, and energy balance. Using the unconjugated polarisation or the wrong incoming direction gives 0.972 and 0.993 of the true emission in the 22-cube body. For a gyrotropic body the untransposed formula gives 0.726 of the emission, while the transposed body restores agreement. In the platinum example, the hot film above a cold mirror emits 227 W m⁻² sr⁻¹ µm⁻¹ at 5 µm and 30°, and exchanging the temperatures lowers this to 16.

## Numerical check

```python
"""
Local Kirchhoff law for a reciprocal body with nonuniform temperature.

Result under test: power emitted per solid angle and angular frequency into
direction u and polarisation e equals
    sum over the body of  sigma(r) * w^2/(8 pi^3 c^2) * Theta(w, T(r)),
where sigma is the absorption cross-section density under the incoming wave
conj(e) exp(-i k u.r), and Theta = hbar w/(exp(hbar w/kB T)-1).
For a flat stack sigma becomes the absorptance density a(z), and the result
is the radiance (per projected area).
Symbols: w angular frequency, k = w/c, eps relative permittivity,
chi = eps - 1, time factor exp(-i w t), SI units inside the program.
"""
import numpy as np
from scipy.integrate import quad
from scipy.constants import (c, hbar, k as kB, e as qe, m_e,
                             epsilon_0 as eps0, sigma as stefan)

Z0 = 1 / (eps0 * c)
rng = np.random.default_rng(7)


def thermal_energy(w, T):
    return hbar * w / np.expm1(hbar * w / (kB * T))


def planck_one_pol(w, T):
    return w**2 / (8 * np.pi**3 * c**2) * thermal_energy(w, T)


# ---- Planck normalisation: hemispherical flux against Stefan-Boltzmann ----
T_test = 600.0
w_scale = kB * T_test / hbar
flux = quad(lambda x: 2 * np.pi * planck_one_pol(x * w_scale, T_test)
            * w_scale, 1e-6, 60, epsabs=1e-9, epsrel=1e-10, limit=200)[0]
flux_ratio = flux / (stefan * T_test**4)
assert abs(flux_ratio - 1) < 1e-7

# ---- Dipole noise: thermal emission lines against static polarisability ----
# Units hbar = kB*T = 1. The dipole has no diagonal elements.
levels = np.array([0.0, 0.4, 0.9, 1.5, 2.3, 3.1])
dipole = rng.normal(size=(6, 6))
dipole = (dipole + dipole.T) / 2
np.fill_diagonal(dipole, 0)
population = np.exp(-levels) / np.exp(-levels).sum()
alpha_noise = 0.0
for upper in range(6):
    for lower in range(upper):
        gap_energy = levels[upper] - levels[lower]
        theta = gap_energy / np.expm1(gap_energy)
        alpha_noise += (2 * population[upper]
                        * dipole[lower, upper]**2 / theta)


def mean_dipole(field):
    energy, vec = np.linalg.eigh(np.diag(levels) - field * dipole)
    prob = np.exp(-(energy - energy[0]))
    prob /= prob.sum()
    return np.sum(prob * np.einsum('in,ij,jn->n', vec, dipole, vec))


step = 1e-4
alpha_static = (mean_dipole(step) - mean_dipole(-step)) / (2 * step)
assert abs(alpha_noise / alpha_static - 1) < 1e-5

# ---- Irregular three-dimensional body made of small cubes ----
wavelength = 5e-6
w = 2 * np.pi * c / wavelength
k = w / c
side = 0.4e-6
volume = side**3
pos = side * np.array([[i, j, l] for i in range(3) for j in range(3)
                       for l in range(3)], float)
pos = pos[rng.permutation(27)[:22]]
n_cell = len(pos)
cell_T = rng.uniform(300, 700, n_cell)
chi = np.zeros((n_cell, 3, 3), complex)
for j in range(n_cell):
    m1, m2 = rng.normal(size=(2, 3, 3))
    chi[j] = (2 * np.eye(3) + 0.3 * (m1 + m1.T)
              + 1j * (0.1 * np.eye(3) + 0.3 * m2 @ m2.T))

green = np.zeros((n_cell, 3, n_cell, 3), complex)
for i in range(n_cell):
    for j in range(n_cell):
        if i == j:
            green[i, :, j, :] = np.eye(3) * (-1 / (3 * k**2 * volume)
                                            + 1j * k / (6 * np.pi))
        else:
            sep = pos[i] - pos[j]
            R = np.linalg.norm(sep)
            kr = k * R
            unit = np.outer(sep, sep) / R**2
            green[i, :, j, :] = np.exp(1j * kr) / (4 * np.pi * R) * (
                (1 + (1j * kr - 1) / kr**2) * np.eye(3)
                + (3 - 3j * kr - kr**2) / kr**2 * unit)
green = green.reshape(3 * n_cell, 3 * n_cell)


def block_diagonal(x):
    full = np.zeros((n_cell, 3, n_cell, 3), complex)
    for j in range(n_cell):
        full[j, :, j, :] = x[j]
    return full.reshape(3 * n_cell, 3 * n_cell)


def loss_part(x):
    return (x - np.conj(np.swapaxes(x, 1, 2))) / 2j


def emitted_power(x, u, e):
    """Radiation of the thermal noise sources, solved as sources."""
    X = block_diagonal(x)
    one = np.eye(3 * n_cell)
    field_of_source = np.linalg.solve(one - k**2 * volume * green @ X,
                                      k**2 * volume * green)
    detector = np.outer(np.exp(-1j * k * pos @ u), np.conj(e)).ravel()
    row = k**2 * volume / (4 * np.pi) * detector @ (X @ field_of_source + one)
    row = row.reshape(n_cell, 3)
    noise = (2 * loss_part(x) * thermal_energy(w, cell_T)[:, None, None]
             / (w * eps0 * volume))
    spectrum = np.einsum('ja,jab,jb->', row, noise, row.conj()).real
    return eps0 * c / np.pi * spectrum


def internal_field(x, direction, amplitude):
    incident = np.outer(np.exp(1j * k * pos @ direction), amplitude).ravel()
    X = block_diagonal(x)
    total = np.linalg.solve(np.eye(3 * n_cell) - k**2 * volume * green @ X,
                            incident)
    return incident.reshape(n_cell, 3), total.reshape(n_cell, 3)


def absorption_sections(x, direction, amplitude):
    F = internal_field(x, direction, amplitude)[1]
    return k * volume * np.einsum('ja,jab,jb->j', F.conj(), loss_part(x),
                                  F).real


def absorption_law(x, direction, amplitude):
    return np.sum(absorption_sections(x, direction, amplitude)
                  * planck_one_pol(w, cell_T))


u = np.array([0.48, 0.36, 0.80])
e1 = np.cross(u, [0.0, 0.0, 1.0])
e1 /= np.linalg.norm(e1)
e2 = np.cross(u, e1)
e_circ = (e1 + 1j * e2) / np.sqrt(2)

P_source = emitted_power(chi, u, e_circ)
ratio_law = absorption_law(chi, -u, e_circ.conj()) / P_source
ratio_unconjugated = absorption_law(chi, -u, e_circ) / P_source
ratio_wrong_way = absorption_law(chi, u, e_circ.conj()) / P_source
assert abs(ratio_law - 1) < 1e-9
assert abs(ratio_unconjugated - 1) > 1e-3
assert abs(ratio_wrong_way - 1) > 1e-3
for e_lin in (e1, e2):
    assert abs(absorption_law(chi, -u, e_lin)
               / emitted_power(chi, u, e_lin) - 1) < 1e-9

# Gyrotropic body: Hermitian antisymmetric addition, hence no added loss.
gyro = chi + 1j * 1.0 * np.array([[0, 1, 0], [-1, 0, 0], [0, 0, 0]])
P_gyro = emitted_power(gyro, u, e_circ)
ratio_gyro = absorption_law(gyro, -u, e_circ.conj()) / P_gyro
ratio_transposed = absorption_law(np.swapaxes(gyro, 1, 2), -u,
                                  e_circ.conj()) / P_gyro
assert abs(ratio_gyro - 1) > 1e-3
assert abs(ratio_transposed - 1) < 1e-9

# Absorption must equal extinction minus angle-integrated scattering.
F_inc, F_tot = internal_field(chi, -u, e_circ.conj())
polarisation = np.einsum('jab,jb->ja', chi, F_tot)
extinction = k * volume * np.sum(F_inc.conj() * polarisation).imag
scattering = 0.0
mu_nodes, mu_weights = np.polynomial.legendre.leggauss(16)
for mu, weight in zip(mu_nodes, mu_weights):
    for phi in 2 * np.pi * np.arange(32) / 32:
        s = np.sqrt(1 - mu**2)
        out = np.array([s * np.cos(phi), s * np.sin(phi), mu])
        amp = (k**2 * volume / (4 * np.pi)
               * np.exp(-1j * k * pos @ out) @ polarisation)
        amp = amp - out * (out @ amp)
        scattering += weight * 2 * np.pi / 32 * np.sum(abs(amp)**2)
absorbed = absorption_sections(chi, -u, e_circ.conj()).sum()
assert abs((extinction - scattering) / absorbed - 1) < 1e-8


# ---- Flat stacks, layers listed from bottom to top: (eps, thickness, T) ----
def propagator(eps, d, sine, pol):
    if pol == 's':
        a, b = -1.0, -(eps - sine**2)
    else:
        a, b = 1 - sine**2 / eps, eps
    q = np.sqrt(complex(a * b))
    phase = k * q * d
    return np.array([[np.cos(phase), 1j * a * np.sin(phase) / q],
                     [1j * b * np.sin(phase) / q, np.cos(phase)]])


def scan_stack(layers, angle, pol, n_nodes=20):
    """Upward emission from current sheets, and absorption from above."""
    sine, cosine = np.sin(angle), np.cos(angle)
    if pol == 's':
        up, down = np.array([1, -cosine]), np.array([1, cosine])
    else:
        up, down = np.array([cosine, 1]), np.array([-cosine, 1])
    whole = [propagator(eps, d, sine, pol) for eps, d, T in layers]
    below = [np.eye(2, dtype=complex)]
    for matrix in whole:
        below.append(matrix @ below[-1])
    above = [np.eye(2, dtype=complex)]
    for matrix in whole[::-1]:
        above.append(above[-1] @ matrix)
    above = above[::-1]
    total = below[-1]
    t, r = np.linalg.solve(np.column_stack([total @ down, -up]), down)
    source_matrix = np.column_stack([up, -total @ down])
    nodes, weights = np.polynomial.legendre.leggauss(n_nodes)
    absorptance = np.zeros(len(layers))
    L_source = L_law = worst = 0.0
    for index, (eps, d, T) in enumerate(layers):
        if np.imag(eps) == 0:
            continue
        for node, weight in zip(nodes, weights):
            z, dz = d * (node + 1) / 2, d * weight / 2
            # incoming wave with reversed in-plane wave vector
            v = propagator(eps, z, -sine, pol) @ below[index] @ (t * down)
            if pol == 's':
                field2 = abs(v[0])**2
                jumps = [np.array([0, Z0])]
            else:
                field2 = abs(v[0])**2 + abs(sine * v[1] / eps)**2
                jumps = [np.array([0, -Z0]), np.array([sine * Z0 / eps, 0])]
            density = k * np.imag(eps) * field2 / cosine
            # outgoing wave of unit current sheets at the same depth
            to_top = above[index + 1] @ propagator(eps, d - z, sine, pol)
            gain = sum(abs(np.linalg.solve(source_matrix, to_top @ jump)[0])**2
                       for jump in jumps)
            kernel = (eps0 * c / np.pi * k**2 * cosine / (4 * np.pi**2)
                      * gain * 2 * w * eps0 * np.imag(eps))
            worst = max(worst, abs(kernel * 8 * np.pi**3 / k**2 / density - 1))
            absorptance[index] += density * dz
            L_source += kernel * thermal_energy(w, T) * dz
            L_law += density * planck_one_pol(w, T) * dz
    R, Tr = abs(r)**2, abs(t)**2
    assert worst < 1e-7
    assert abs(L_source / L_law - 1) < 1e-8
    assert abs(absorptance.sum() - (1 - R - Tr)) < 1e-8
    return dict(A=absorptance, R=R, Tr=Tr, L=L_source, worst=worst)


per_um = 2 * np.pi * c / wavelength**2 * 1e-6   # per rad/s -> per micrometre
angle = np.radians(30)

# Graded slab: both temperature and loss vary with depth.
slab_T = np.linspace(300, 600, 30)
slab = [(2.25 + 0.4j * T / 300, 4e-6 / 30, T) for T in slab_T]
slab_hot = scan_stack(slab, angle, 'p', 5)
slab_cold = scan_stack(slab[::-1], angle, 'p', 5)
assert slab_hot['L'] > slab_cold['L']

# ---- Worked example: hot Pt film above a cold Pt mirror ----
plasma_eV, damping_300_eV = 5.0, 0.07       # rough Drude values for Pt
film_d, mirror_d, gap0 = 10e-9, 200e-9, 2.5e-6
T_hot, T_cold = 600.0, 300.0
photon_eV = hbar * w / qe


def platinum(T, damping_factor=1.0, loss_factor=1.0):
    g = damping_300_eV * T / 300 * damping_factor
    eps = 1 - plasma_eV**2 / (photon_eV**2 + 1j * photon_eV * g)
    return eps.real + 1j * eps.imag * loss_factor


def device(pol, film_T=T_hot, mirror_T=T_cold, view=angle, gap=gap0,
           damping_factor=1.0, loss_factor=1.0, membrane=0.0):
    layers = [(platinum(mirror_T, 1.0, loss_factor), mirror_d, mirror_T),
              (1.0, gap, T_cold), (4.0, membrane, film_T),
              (platinum(film_T, damping_factor, loss_factor), film_d, film_T)]
    return scan_stack(layers, view, pol)


def both(**changes):
    return sum(device(pol, **changes)['L'] for pol in 'sp') * per_um


base = both()


def change(**changes):
    return 100 * (both(**changes) / base - 1)


B_hot = planck_one_pol(w, T_hot) * per_um
B_cold = planck_one_pol(w, T_cold) * per_um
results = {pol: device(pol) for pol in 'sp'}
swapped = {pol: device(pol, film_T=T_cold, mirror_T=T_hot) for pol in 'sp'}
L_swapped = sum(x['L'] for x in swapped.values()) * per_um
one_T = sum(x['A'].sum() for x in results.values()) * B_hot
one_T_swapped = sum(x['A'].sum() for x in swapped.values()) * B_hot
room_reflected = sum(x['R'] for x in results.values()) * B_cold

# Sizes of neglected effects; the next three inputs are rough values.
fermi_speed, electron_lattice, air_conductivity = 5e5, 1e17, 0.035
damping_hot = damping_300_eV * T_hot / 300 * qe / hbar
damping_cold = damping_300_eV * T_cold / 300 * qe / hbar
plasma_w = plasma_eV * qe / hbar
resistivity = damping_hot / (eps0 * plasma_w**2)
path_hot, path_cold = fermi_speed / damping_hot, fermi_speed / damping_cold
scatter_factor = 1 + 3 * path_hot / (8 * film_d)
skin = 1 / (k * np.sqrt(platinum(T_cold)).imag)
heat_flux = 2 * stefan * (T_hot**4 - T_cold**4)   # two-sided black scale
conductivity = np.pi**2 / 3 * (kB / qe)**2 * T_hot / resistivity
film_drop = heat_flux * film_d / conductivity
electron_excess = heat_flux / film_d / electron_lattice
current = np.sqrt(heat_flux / (film_d * resistivity))
carrier_density = eps0 * m_e * plasma_w**2 / qe**2
drift_ratio = current / (carrier_density * qe) / c
air_flux = air_conductivity * (T_hot - T_cold) / gap0

print(f"Planck flux / Stefan-Boltzmann: {flux_ratio:.8f}")
print(f"static polarisability, noise/direct: {alpha_noise/alpha_static:.7f}")
print(f"3D body: number of cubes {n_cell}, side {side*1e6:.1f} um")
print(f"3D law / source emission: {ratio_law:.10f}")
print(f"3D with unconjugated polarisation: {ratio_unconjugated:.4f}")
print(f"3D with wrong direction: {ratio_wrong_way:.4f}")
print(f"gyrotropic, same body: {ratio_gyro:.4f}")
print(f"gyrotropic, transposed body: {ratio_transposed:.10f}")
print(f"(extinction-scattering)/absorption: "
      f"{(extinction-scattering)/absorbed:.10f}")
print(f"graded slab, hot face, p: {slab_hot['L']*per_um:.3f} W/(m2 sr um)")
print(f"graded slab, cold face, p: {slab_cold['L']*per_um:.3f} W/(m2 sr um)")
print(f"slab absorptance, hot/cold face: {slab_hot['A'].sum():.4f} "
      f"{slab_cold['A'].sum():.4f}")
print(f"wavelength {wavelength*1e6:.1f} um, photon {photon_eV:.4f} eV")
print(f"view angle {np.degrees(angle):.0f} deg, gap {gap0*1e6:.1f} um")
print(f"film {film_d*1e9:.0f} nm, mirror {mirror_d*1e9:.0f} nm")
print(f"film {T_hot:.0f} K, mirror {T_cold:.0f} K")
print(f"Pt plasma {plasma_eV:.1f} eV, damping(300 K) {damping_300_eV:.2f} eV")
print(f"Pt eps hot film: {platinum(T_hot):.1f}")
print(f"Pt eps cold mirror: {platinum(T_cold):.1f}")
print(f"Planck one pol, hot: {B_hot:.3f} W/(m2 sr um)")
print(f"Planck one pol, cold: {B_cold:.4f} W/(m2 sr um)")
for pol, x in results.items():
    print(f"{pol}: absorptance film {x['A'][3]:.4f}, mirror {x['A'][0]:.4f}")
    print(f"{pol}: reflectance {x['R']:.4f}, transmittance {x['Tr']:.1e}")
    print(f"{pol}: film part {x['A'][3]*B_hot:.3f}, mirror part "
          f"{x['A'][0]*B_cold:.5f} W/(m2 sr um)")
    print(f"{pol}: radiance from sources {x['L']*per_um:.3f} W/(m2 sr um)")
print(f"largest pointwise mismatch: "
      f"{max(x['worst'] for x in results.values()):.1e}")
print(f"radiance, both pols: {base:.3f} W/(m2 sr um)")
print(f"one-temperature estimate: {one_T:.3f} W/(m2 sr um)")
print(f"temperatures exchanged: {L_swapped:.3f} W/(m2 sr um)")
print(f"exchanged, one-T estimate: {one_T_swapped:.3f} W/(m2 sr um)")
for degrees in (0, 60):
    print(f"radiance at {degrees} deg, both pols: "
          f"{both(view=np.radians(degrees)):.3f} W/(m2 sr um)")
print(f"100 nm membrane, index 2: {change(membrane=100e-9):+.1f} %")
print(f"surface scattering, damping x{scatter_factor:.3f}: "
      f"{change(damping_factor=scatter_factor):+.1f} %")
print(f"20 % more Im eps (interband): {change(loss_factor=1.2):+.1f} %")
print(f"gap +0.1 um: {change(gap=gap0+1e-7):+.1f} %; "
      f"-0.1 um: {change(gap=gap0-1e-7):+.1f} %")
print(f"film 10 K hotter: {change(film_T=T_hot+10):+.1f} %")
print(f"reflected 300 K room: {100*room_reflected/base:.2f} % of emission")
print(f"rough Fermi speed {fermi_speed:.0e} m/s")
print(f"electron path hot/cold: {path_hot*1e9:.1f}/{path_cold*1e9:.1f} nm")
print(f"mirror field decay length: {skin*1e9:.1f} nm")
print(f"black two-sided heat flux: {heat_flux:.2e} W/m2")
print(f"temperature drop through film: {film_drop:.1e} K")
print(f"rough electron-lattice coupling {electron_lattice:.0e} W/(m3 K)")
print(f"electron-lattice difference: {electron_excess:.1e} K")
print(f"heating current: {current*1e-4:.1e} A/cm2")
print(f"drift speed / light speed: {drift_ratio:.1e}")
print(f"rough air conductivity {air_conductivity:.3f} W/(m K)")
print(f"air-filled gap heat flux: {air_flux:.1e} W/m2")
print("every check passed")
```

Running it gives:

```
Planck flux / Stefan-Boltzmann: 1.00000000
static polarisability, noise/direct: 1.0000000
3D body: number of cubes 22, side 0.4 um
3D law / source emission: 1.0000000000
3D with unconjugated polarisation: 0.9717
3D with wrong direction: 0.9925
gyrotropic, same body: 0.7258
gyrotropic, transposed body: 1.0000000000
(extinction-scattering)/absorption: 1.0000000000
graded slab, hot face, p: 73.808 W/(m2 sr um)
graded slab, cold face, p: 27.752 W/(m2 sr um)
slab absorptance, hot/cold face: 0.8489 0.8547
wavelength 5.0 um, photon 0.2480 eV
view angle 30 deg, gap 2.5 um
film 10 nm, mirror 200 nm
film 600 K, mirror 300 K
Pt plasma 5.0 eV, damping(300 K) 0.07 eV
Pt eps hot film: -307.3+174.1j
Pt eps cold mirror: -375.6+106.3j
Planck one pol, hot: 158.785 W/(m2 sr um)
Planck one pol, cold: 1.3013 W/(m2 sr um)
s: absorptance film 0.6112, mirror 0.0108
s: reflectance 0.3780, transmittance 7.3e-07
s: film part 97.046, mirror part 0.01409 W/(m2 sr um)
s: radiance from sources 97.060 W/(m2 sr um)
p: absorptance film 0.8174, mirror 0.0280
p: reflectance 0.1545, transmittance 2.5e-06
p: film part 129.792, mirror part 0.03650 W/(m2 sr um)
p: radiance from sources 129.828 W/(m2 sr um)
largest pointwise mismatch: 4.2e-11
radiance, both pols: 226.888 W/(m2 sr um)
one-temperature estimate: 233.011 W/(m2 sr um)
temperatures exchanged: 16.036 W/(m2 sr um)
exchanged, one-T estimate: 179.191 W/(m2 sr um)
radiance at 0 deg, both pols: 5.897 W/(m2 sr um)
radiance at 60 deg, both pols: 120.165 W/(m2 sr um)
100 nm membrane, index 2: -2.8 %
surface scattering, damping x1.088: +2.1 %
20 % more Im eps (interband): -4.5 %
gap +0.1 um: +7.0 %; -0.1 um: -13.0 %
film 10 K hotter: +8.7 %
reflected 300 K room: 0.31 % of emission
rough Fermi speed 5e+05 m/s
electron path hot/cold: 2.4/4.7 nm
mirror field decay length: 40.7 nm
black two-sided heat flux: 1.38e+04 W/m2
temperature drop through film: 3.9e-06 K
rough electron-lattice coupling 1e+17 W/(m3 K)
electron-lattice difference: 1.4e-05 K
heating current: 1.8e+05 A/cm2
drift speed / light speed: 2.1e-09
rough air conductivity 0.035 W/(m K)
air-filled gap heat flux: 4.2e+06 W/m2
every check passed
```
